# Electrical Bias and the Thermal Time Constant of a Metal Line: a numerical check

```python
"""Self-heated metal line: thermal time constant under current and voltage bias.

Result under test, for C dtheta/dt = P(theta) - G theta, R = R0 (1 + alpha theta):
    constant current: tau_I = tau0 R / R0
    constant voltage: tau_V = tau0 R / (2 R - R0),   tau0 = C / G
theta: temperature rise over the sink (K); C: heat capacity (J/K);
G: thermal conductance to the sink (W/K); R: resistance at the operating point;
R0: resistance at sink temperature; alpha: temperature coefficient (1/K).
Both biases are compared at one operating point. SI units are used inside.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import exp1, ellipk, ellipkm1
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

# Chosen geometry and rough typical material data
sink_T = 300.0
width, thick, length, t_ox = 10e-6, 3e-6, 2e-3, 1e-6
rho0, alpha = 1.75e-8, 0.0039
k_cu, c_cu = 390.0, 3.45e6
k_ox, c_ox = 1.4, 1.65e6
r_int = 2e-8                      # metal/oxide interface, m^2 K/W
k_si, c_si, wafer = 140.0, 1.65e6, 500e-6
k_ox_slope = 1e-3                 # relative rise of oxide conductivity, 1/K
inductance = 1e-6 * length        # about 1 nH per mm
I0 = 1.0

area = width * length
R0 = rho0 * length / (width * thick)
G = area / (t_ox / k_ox + r_int)
C = c_cu * thick * area
tau0 = C / G


def resistance(theta, a=alpha):
    return R0 * (1 + a * theta)


def steady_rise(power):
    return brentq(lambda x: power(x) - G * x, 0.0, 200.0, xtol=1e-12)


def decay_time(power, theta_op):
    """Decay time of a small kick, from the full nonlinear balance."""
    kick = 0.01
    sol = solve_ivp(lambda s, y: power(y) / G - y, (0, 1), [theta_op + kick],
                    method="DOP853", rtol=1e-12, atol=1e-12)
    return tau0 / np.log(kick / (sol.y[0, -1] - theta_op))


def power_I(theta):
    return I0**2 * resistance(theta)


theta_op = steady_rise(power_I)
R = resistance(theta_op)
V0 = I0 * R
P = I0 * V0


def power_V(theta):
    return V0**2 / resistance(theta)


# Derived time constants against the nonlinear balance
tau_I = tau0 * R / R0
tau_V = tau0 * R / (2 * R - R0)
num_I = decay_time(power_I, theta_op)
num_V = decay_time(power_V, theta_op)
assert abs(num_I / tau_I - 1) < 1e-4
assert abs(num_V / tau_V - 1) < 1e-4
assert num_V < tau0 < num_I

# Feedback slopes: numerical derivative against the derived expression
step = 1e-3
slope_I, slope_V = [(p(theta_op + step) - p(theta_op - step)) / (2 * step)
                    for p in (power_I, power_V)]
assert abs(slope_I / (alpha * R0 * I0**2) - 1) < 1e-6
assert abs(slope_V / (-alpha * R0 * I0**2) - 1) < 1e-6

# A small extra heat input: final rise is q / (G - slope)
q_extra = 1e-3
rise_I = steady_rise(lambda x: power_I(x) + q_extra) - theta_op
rise_V = steady_rise(lambda x: power_V(x) + q_extra) - theta_op
assert abs(rise_I / (q_extra * tau_I / C) - 1) < 1e-3
assert abs(rise_V / (q_extra * tau_V / C) - 1) < 1e-3


# Source with series resistance, set to give the same operating point
def power_series(theta, r_s):
    r = resistance(theta)
    return (I0 * (R + r_s))**2 * r / (r + r_s)**2


def tau_series(r_s):
    return C / (G - alpha * R0 * I0**2 * (r_s - R) / (r_s + R))


for r_s in (0.3 * R, R, 3 * R, 50.0):
    found = decay_time(lambda x: power_series(x, r_s), theta_op)
    assert abs(found / tau_series(r_s) - 1) < 1e-4
matched = decay_time(lambda x: power_series(x, R), theta_op)
assert abs(matched / tau0 - 1) < 1e-4

# A negative temperature coefficient reverses the order
th_neg = steady_rise(lambda x: I0**2 * resistance(x, -alpha))
V_neg = I0 * resistance(th_neg, -alpha)
neg_I = decay_time(lambda x: I0**2 * resistance(x, -alpha), th_neg)
neg_V = decay_time(lambda x: V_neg**2 / resistance(x, -alpha), th_neg)
assert neg_I < tau0 < neg_V


# Turn-on from cold: time to reach 1 - 1/e of the final rise
def turn_on(power):
    def reached(s, y):
        return y[0] - (1 - np.exp(-1)) * theta_op
    reached.terminal = True
    sol = solve_ivp(lambda s, y: power(y) / G - y, (0, 10), [0.0],
                    events=reached, method="DOP853", rtol=1e-10, atol=1e-10)
    return tau0 * sol.t_events[0][0]


on_I, on_V = turn_on(power_I), turn_on(power_V)
assert abs(on_I / tau_I - 1) < 1e-5
assert on_V < on_I

# Limit of steady operation at constant current
I_limit = np.sqrt(G / (alpha * R0))
for factor, grows in ((0.98, False), (1.02, True)):
    gain = (factor * I_limit)**2 / G
    sol = solve_ivp(lambda s, y: gain * resistance(y) - y, (0, 20), [0.0],
                    rtol=1e-9, atol=1e-9)
    rates = gain * resistance(sol.y[0]) - sol.y[0]
    assert (rates[-1] > rates[0]) == grows


# Line resolved along its length: one shared current, many segments
def segment_rates(theta, bias, drive, cold_ends):
    n = len(theta)
    r = resistance(theta) / n
    current = drive if bias == "I" else drive / np.sum(r)
    link = k_cu * width * thick * n / length
    heat = current**2 * r - G / n * theta
    flow = link * np.diff(theta)
    heat[:-1] += flow
    heat[1:] -= flow
    if cold_ends:
        heat[0] -= 2 * link * theta[0]
        heat[-1] -= 2 * link * theta[-1]
    return heat * n / C


def jacobian(theta, bias, drive, cold_ends):
    n, h = len(theta), 1e-20
    cols = []
    for j in range(n):
        probe = theta.astype(complex)
        probe[j] += 1j * h
        cols.append(segment_rates(probe, bias, drive, cold_ends).imag / h)
    return np.array(cols).T


n_seg = 60
jac = jacobian(np.full(n_seg, theta_op), "V", V0, False)
ones = np.ones(n_seg)
assert np.allclose(jac @ ones, -ones / tau_V, rtol=1e-6)
slow = np.sort(-np.linalg.eigvals(jac).real)[:3]
modes = np.arange(1, 4)
expected = 1 / tau_I + k_cu / c_cu * (modes * np.pi / length)**2
assert np.allclose(slow, expected, rtol=1e-4)
tau_uneven = 1 / slow[0]

# Ends held at sink temperature: 1/e time of the total resistance
n_seg = 200
zero = np.zeros(n_seg)
jac_I = jacobian(zero, "I", I0, True)
profile = np.linalg.solve(jac_I, -segment_rates(zero, "I", I0, True))
assert np.max(np.abs(segment_rates(profile, "I", I0, True))) * tau0 < 1e-6
V_ends = I0 * np.mean(resistance(profile))


def resistance_decay(jac):
    vals, vecs = np.linalg.eig(jac)
    weight = vecs.mean(axis=0) * np.linalg.solve(vecs, np.ones(n_seg))
    return tau0 * brentq(lambda s: np.sum(weight * np.exp(vals * s * tau0)).real
                         - np.exp(-1), 0.1, 5)


ends_I = resistance_decay(jac_I)
ends_V = resistance_decay(jacobian(profile, "V", V_ends, True))
assert ends_V < ends_I
healing = np.sqrt(k_cu * thick * area / G)


# Heat stored in the oxide: metal node on a layered oxide
def stack_time(slope, c_oxide, layers=60):
    dz = t_ox / layers
    links = np.full(layers + 1, k_ox / dz)
    links[0] = 1 / (r_int + dz / (2 * k_ox))
    links[-1] = 2 * k_ox / dz
    caps = np.full(layers + 1, c_oxide * dz)
    caps[0] = c_cu * thick
    mat = np.diag(links + np.append(0, links[:-1]))
    mat -= np.diag(links[:-1], 1) + np.diag(links[:-1], -1)
    mat[0, 0] -= slope / area
    scale = 1 / np.sqrt(caps)
    return 1 / np.linalg.eigvalsh(mat * np.outer(scale, scale))[0]


assert abs(stack_time(slope_I, 1e-3 * c_ox) / tau_I - 1) < 1e-3
assert abs(stack_time(slope_V, 1e-3 * c_ox) / tau_V - 1) < 1e-3
stack_I, stack_V = stack_time(slope_I, c_ox), stack_time(slope_V, c_ox)
assert stack_V < stack_I

# Sideways spreading in the oxide: grid solution and conformal-map value
cells = 20
n_strip = int(round(width / (2 * t_ox) * cells))
n_x = n_strip + 5 * cells


def path_laplacian(n):
    main = np.full(n, 2.0)
    main[[0, -1]] = 1.0
    return diags([main, -np.ones(n - 1), -np.ones(n - 1)], [0, 1, -1])


top = np.zeros((n_x, cells))
top[:n_strip, 0] = 2.0
bottom = np.zeros((n_x, cells))
bottom[:, -1] = 2.0
lap = (kron(path_laplacian(n_x), identity(cells))
       + kron(identity(n_x), path_laplacian(cells))
       + diags((top + bottom).ravel()))
field = spsolve(lap.tocsc(), top.ravel()).reshape(n_x, cells)
shape_grid = 2 * np.sum(top * (1 - field))
m_comp = 1 / np.cosh(np.pi * width / (4 * t_ox))**2
shape_map = 2 * ellipkm1(m_comp) / ellipk(m_comp)
assert abs(shape_grid / shape_map - 1) < 0.01   # edge singularity on the grid
fringe = shape_map * t_ox / width - 1

# Silicon under the strip: mean surface rise for uniform heat flux
heat_per_m = P / length
D_si = k_si / c_si


def strip_mean(kernel):
    return quad(lambda u: 2 * (width - u) / width**2 * kernel(u), 0, width,
                limit=200)[0]


si_fast = heat_per_m / (2 * np.pi * k_si) * strip_mean(
    lambda u: exp1(u**2 / (4 * D_si * tau0)))
mean_log = strip_mean(lambda u: -np.log(np.tanh(np.pi * u / (4 * wafer))))
edges = [0, 0.01, 0.1, 1, 10, 50, 200]
mean_fourier = sum(quad(lambda s: np.tanh(2 * s * wafer / width) / s
                        * np.sinc(s / np.pi)**2, a, b, limit=500)[0]
                   for a, b in zip(edges[:-1], edges[1:]))
assert abs(mean_log / mean_fourier - 1) < 1e-3
si_steady = heat_per_m / (np.pi * k_si) * mean_log
assert si_fast < si_steady

us = 1e6
print(f"Line width, thickness: {width*1e6:.0f}, {thick*1e6:.0f} um")
print(f"Line length: {length*1e3:.0f} mm")
print(f"Oxide thickness: {t_ox*1e6:.0f} um")
print(f"Copper resistivity at sink temperature: {rho0*1e8:.2f} uohm cm")
print(f"Temperature coefficient alpha: {alpha:.4f} 1/K")
print(f"Copper conductivity: {k_cu:.0f} W/(m K)")
print(f"Copper heat capacity: {c_cu*1e-6:.2f} J/(cm3 K)")
print(f"Oxide conductivity: {k_ox:.1f} W/(m K)")
print(f"Oxide heat capacity: {c_ox*1e-6:.2f} J/(cm3 K)")
print(f"Interface resistance: {r_int:.1e} m2 K/W")
print(f"Interface share of thermal resistance: {100*r_int*G/area:.1f} %")
print(f"Sink temperature: {sink_T:.0f} K")
print(f"Current: {I0:.2f} A")
print(f"Current density: {I0/(width*thick)*1e-10:.2f} MA/cm2")
print(f"Cold resistance R0: {R0:.4f} ohm")
print(f"Thermal conductance G: {G*1e3:.2f} mW/K")
print(f"Heat capacity C: {C*1e9:.1f} nJ/K")
print(f"Operating rise theta: {theta_op:.2f} K")
print(f"Line temperature: {sink_T+theta_op:.1f} K")
print(f"Operating resistance R: {R:.4f} ohm")
print(f"Ratio R/R0: {R/R0:.4f}")
print(f"Voltage: {V0:.4f} V")
print(f"Power: {P:.4f} W")
print(f"Feedback slope, constant current: {slope_I*1e3:.3f} mW/K")
print(f"Feedback slope, constant voltage: {slope_V*1e3:.3f} mW/K")
print(f"tau0 = C/G: {tau0*us:.3f} us")
print(f"tau_I formula: {tau_I*us:.3f} us")
print(f"tau_I from nonlinear balance: {num_I*us:.3f} us")
print(f"tau_V formula: {tau_V*us:.3f} us")
print(f"tau_V from nonlinear balance: {num_V*us:.3f} us")
print(f"Ratio tau_I/tau_V: {tau_I/tau_V:.4f}")
print(f"Final rise for 1 mW extra, current bias: {rise_I*1e3:.2f} mK")
print(f"Final rise for 1 mW extra, voltage bias: {rise_V*1e3:.2f} mK")
print(f"Time constant with matched series resistor: {matched*us:.3f} us")
print(f"Time constant with 50 ohm source: {tau_series(50.0)*us:.3f} us")
print(f"Turn-on 63.2 % time, current bias: {on_I*us:.3f} us")
print(f"Turn-on 63.2 % time, voltage bias: {on_V*us:.3f} us")
print(f"Steady-state current limit, linear R: {I_limit:.2f} A")
print(f"Slowest uneven mode at constant voltage: {tau_uneven*us:.3f} us")
print(f"Thermal healing length: {healing*1e6:.1f} um")
print(f"With cold ends, 1/e time, current bias: {ends_I*us:.3f} us")
print(f"With cold ends, 1/e time, voltage bias: {ends_V*us:.3f} us")
print(f"With oxide heat storage, current bias: {stack_I*us:.3f} us")
print(f"With oxide heat storage, voltage bias: {stack_V*us:.3f} us")
print(f"Added conductance by sideways spreading: {100*fringe:.1f} %")
print(f"Silicon conductivity: {k_si:.0f} W/(m K)")
print(f"Silicon wafer thickness: {wafer*1e6:.0f} um")
print(f"Silicon surface rise after one tau0: {si_fast:.1f} K")
print(f"Silicon surface rise, steady: {si_steady:.1f} K")
print(f"Biot number across metal thickness: {G/area*thick/k_cu:.4f}")
print(f"Oxide conductivity gain at line temp.: {100*k_ox_slope*theta_op:.1f} %")
print(f"Inductive delay L/R: {inductance/R*1e9:.1f} ns")
print("OK")
```

Output:

```
Line width, thickness: 10, 3 um
Line length: 2 mm
Oxide thickness: 1 um
Copper resistivity at sink temperature: 1.75 uohm cm
Temperature coefficient alpha: 0.0039 1/K
Copper conductivity: 390 W/(m K)
Copper heat capacity: 3.45 J/(cm3 K)
Oxide conductivity: 1.4 W/(m K)
Oxide heat capacity: 1.65 J/(cm3 K)
Interface resistance: 2.0e-08 m2 K/W
Interface share of thermal resistance: 2.7 %
Sink temperature: 300 K
Current: 1.00 A
Current density: 3.33 MA/cm2
Cold resistance R0: 1.1667 ohm
Thermal conductance G: 27.24 mW/K
Heat capacity C: 207.0 nJ/K
Operating rise theta: 51.42 K
Line temperature: 351.4 K
Operating resistance R: 1.4006 ohm
Ratio R/R0: 1.2006
Voltage: 1.4006 V
Power: 1.4006 W
Feedback slope, constant current: 4.550 mW/K
Feedback slope, constant voltage: -4.550 mW/K
tau0 = C/G: 7.600 us
tau_I formula: 9.124 us
tau_I from nonlinear balance: 9.124 us
tau_V formula: 6.512 us
tau_V from nonlinear balance: 6.512 us
Ratio tau_I/tau_V: 1.4011
Final rise for 1 mW extra, current bias: 44.08 mK
Final rise for 1 mW extra, voltage bias: 31.46 mK
Time constant with matched series resistor: 7.600 us
Time constant with 50 ohm source: 9.025 us
Turn-on 63.2 % time, current bias: 9.124 us
Turn-on 63.2 % time, voltage bias: 6.403 us
Steady-state current limit, linear R: 2.45 A
Slowest uneven mode at constant voltage: 9.101 us
Thermal healing length: 29.3 um
With cold ends, 1/e time, current bias: 8.796 us
With cold ends, 1/e time, voltage bias: 6.328 us
With oxide heat storage, current bias: 9.587 us
With oxide heat storage, voltage bias: 6.844 us
Added conductance by sideways spreading: 8.8 %
Silicon conductivity: 140 W/(m K)
Silicon wafer thickness: 500 um
Silicon surface rise after one tau0: 4.5 K
Silicon surface rise, steady: 9.0 K
Biot number across metal thickness: 0.0105
Oxide conductivity gain at line temp.: 5.1 %
Inductive delay L/R: 1.4 ns
OK
```
